# Why the tadpole vanishes for a free electron but not in the Furry picture

**Question.** In the tadpole diagram an electron exchanges one photon with a closed electron loop. For a free electron this diagram is dropped as zero. In the Furry picture, where every electron line already contains the field of a nucleus or another static source, the same diagram gives a real shift of the energy levels. What made it vanish, what does the external field change, and how large is the effect that results?

**Answer.**

## What the loop supplies

The loop has a single photon vertex, so it acts on the electron as a source of charge and current: those of the vacuum itself. The question is whether the vacuum has a charge density.

I use units $\hbar=c=m=1$, with $m$ the electron mass, and $\alpha=e^2/4\pi$. The electron has charge $-e$, and $V(\mathbf r)$ is its potential energy in a static external electric potential. The Dirac Hamiltonian is

$$H[V]=\boldsymbol\alpha\cdot\mathbf p+\beta+V .$$

The field operator $\psi$ enters the density as the antisymmetrized product $\tfrac12[\psi^\dagger,\psi]$, which treats electrons and positrons alike. In the vacuum the negative levels are filled and the positive ones empty. The product $\psi^\dagger\psi$ then sums $|\psi_E|^2$ over filled levels, and the opposite order sums it over empty ones. The electron number density of the vacuum is therefore

$$n(\mathbf r)=\tfrac12\Big[\sum_{E<0}|\psi_E(\mathbf r)|^2-\sum_{E>0}|\psi_E(\mathbf r)|^2\Big].$$

I assume that $V$ is too weak to carry any level through $E=0$.

This is the closed loop of the diagram. With the frequency contour along the imaginary axis, the propagator is $G(i\omega)=(i\omega-H)^{-1}$, and a level $E$ contributes

$$\int\frac{d\omega}{2\pi}\,\frac{1}{i\omega-E}=-\int\frac{d\omega}{2\pi}\,\frac{E+i\omega}{\omega^2+E^2}=-\tfrac12\,\mathrm{sgn}\,E ,$$

because the part odd in $\omega$ cancels when the limits are symmetric. Hence $n(\mathbf r)=\int\frac{d\omega}{2\pi}\,\mathrm{tr}\,G(\mathbf r,\mathbf r;i\omega)$.

The photon line turns this density into a potential energy through Poisson's equation, $\nabla^2\delta V=-4\pi\alpha\,n$. The sign says that an excess of electrons repels an electron. There is no magnetic part for a static $V$: time reversal maps each level to one of the same energy with the opposite current, so the summed current is zero.

## The free loop

For $V=0$ and momentum $\mathbf p$, write $h=\boldsymbol\alpha\cdot\mathbf p+\beta$. Since $h^2=E^2=1+p^2$,

$$G_0=\frac{1}{i\omega-h}=-\frac{i\omega+h}{\omega^2+E^2}.$$

The Dirac matrices are traceless, so $\mathrm{tr}\,h=0$ and $\mathrm{tr}(\alpha_j h)=4p_j$. The two integrands are

$$\text{density: }\;-\frac{4i\omega}{\omega^2+E^2},\qquad \text{current: }\;-\frac{4p_j}{\omega^2+E^2}.$$

The first is odd in $\omega$ and the second odd in $\mathbf p$. Both integrals vanish, provided the cutoff respects these reflections.

This order of reasoning matters. A uniform source would send a photon of wavenumber $k=0$, for which the factor $4\pi\alpha/k^2$ is singular. The source is zero before that factor is attached, and the tadpole is set to zero on that ground.

The symmetric density matters too. In a one-dimensional calculation in a box of length $8\pi$, the filled sea alone has density 4.02 with momenta up to 12.5, and 8.00 with momenta up to 25; in a large box these tend to $p_{\max}/\pi$, that is 3.98 and 7.96. That number measures the cutoff. The half-difference vanishes to rounding error.

## The symmetry behind the zero

The free density vanishes because $\mathrm{tr}\,h=0$: at each momentum the levels $+E$ and $-E$ carry equal weight. This pairing expresses charge conjugation, which can be applied with $V$ present. In the standard representation $\alpha_x,\alpha_z,\beta$ are real and $\alpha_y$ is imaginary. Take $U=\beta\alpha_y$. The anticommutation rules give

$$U\alpha_j^*U^{-1}=\alpha_j,\qquad U\beta^*U^{-1}=-\beta .$$

Complex conjugation also reverses $\mathbf p=-i\nabla$, while $V$ is real. Therefore

$$U\,H[V]^*\,U^{-1}=-\boldsymbol\alpha\cdot\mathbf p-\beta+V=-H[-V].$$

If $\psi$ solves the problem with $V$ at energy $E$, then $U\psi^*$ solves the problem with $-V$ at energy $-E$. Since $U$ is unitary, the density $|\psi|^2$ is unchanged. The two sums in $n$ trade places, and

$$n[-V]=-n[V].$$

At $V=0$ this says $n=-n$, so $n=0$. With a field it relates two different problems, an electron near a nucleus and an electron near an antinucleus, and it no longer forces either density to vanish. Quantum electrodynamics keeps its charge-conjugation symmetry; the chosen background is what is not symmetric.

Now expand $n$ in powers of $V$. The term of order $N$ is multiplied by $(-1)^N$ when $V$ changes sign, and the relation above demands a factor $-1$. Terms with $N=0,2,4,\dots$ vanish, and odd terms may survive. The free tadpole is the term $N=0$.

Diagonalization of a one-dimensional Dirac Hamiltonian, with $V$ made of two cosine waves of amplitudes 0.3 and 0.15, shows this beyond first order. The part of $n$ odd in $V$ reaches 0.069, while the even part stays at $2\times10^{-15}$. Adding a term $0.02\,p^2$ to the Hamiltonian, which does not change sign under the conjugation, produces an even part of $2.2\times10^{-4}$. Momenta here go up to 25; beyond $p=50$ the added term would lift the filled branch above zero. The even orders are thus removed by the symmetry, not by being small.

Two cases show that distorting the loop is not enough.

- **A position-dependent mass**, $\beta\to\beta[1+S(\mathbf r)]$. The conjugation gives $UH^*U^{-1}=-H$ with the same $S$, so $n=0$ although the wave functions change.
- **A uniform potential.** It shifts every energy by the same amount and leaves the wave functions alone. With a cutoff on momentum, and as long as no level crosses zero, $n$ stays zero. A cutoff on energy would keep unequal numbers of positive and negative levels and leave a spurious density.

To induce a density, the background must contain a part that is odd under charge conjugation. When that part is an electric potential $V$, it must also vary in space, because a constant $V$ only shifts the energies. This second condition is special to $V$: a uniform odd term with matrix structure, such as $i\beta\alpha_z$, can induce a density together with a position-dependent mass. Oddness is necessary, not sufficient.

## The first-order distortion

To first order $G=G_0+G_0VG_0$. Take a plane wave of potential energy,

$$V(z)=v\cos kz=\tfrac v2\left(e^{ikz}+e^{-ikz}\right).$$

A general weak potential is a superposition of such waves.

Because $V$ depends on $z$ alone, the transverse momentum $\mathbf p_\perp$ is conserved. Define

$$M=\sqrt{1+p_\perp^2},\qquad B=(\boldsymbol\alpha_\perp\cdot\mathbf p_\perp+\beta)/M .$$

Then $B^2=1$, and $B$ anticommutes with $\alpha_z$. So $\alpha_z$ carries eigenvectors of $B$ with eigenvalue $+1$ into those with $-1$, and there are two of each. Each pair $(b,\alpha_zb)$ forms a closed two-component problem with

$$h(p)=\sigma_xp+\sigma_zM .$$

The four-component problem is two copies of a one-dimensional Dirac problem with mass $M$.

In one copy, the wave $e^{ikz}$ takes $p$ to $p'=p+k$. Let $E=\sqrt{p^2+M^2}$ and $E'=\sqrt{p'^2+M^2}$. The density follows the potential as $\delta n=\chi_1 v\cos kz$, where

$$\chi_1=\int\frac{dp}{2\pi}\int\frac{d\omega}{2\pi}\,\mathrm{tr}\frac{1}{i\omega-h(p')}\frac{1}{i\omega-h(p)}
=\int\frac{dp}{2\pi}\int\frac{d\omega}{2\pi}\,\frac{2(-\omega^2+pp'+M^2)}{(\omega^2+E'^2)(\omega^2+E^2)} .$$

The other wave, $e^{-ikz}$, has the same coefficient, since $p\to-p$ turns $k$ into $-k$. The integrand is now even in $\omega$: the second propagator has undone the cancellation of the free loop.

The frequency integrals needed are

$$\int\frac{d\omega}{2\pi}\frac{\{1,\;\omega^2\}}{(\omega^2+E'^2)(\omega^2+E^2)}=\left\{\frac{1}{2EE'(E+E')},\;\frac{1}{2(E+E')}\right\},$$

and they give

$$\chi_1=-\int\frac{dp}{2\pi}\,\frac{1}{E+E'}\left[1-\frac{pp'+M^2}{EE'}\right].$$

The bracket is twice the squared overlap between the negative-energy spinor at $p$ and the positive-energy spinor at $p'$. The field mixes filled and empty levels, at an energy cost $E+E'$. From

$$(EE')^2-(pp'+M^2)^2=M^2(p'-p)^2=M^2k^2$$

the bracket is positive for $k\neq0$ and zero for $k=0$. So $\chi_1<0$ for every nonuniform wave: the sea is depleted where the potential energy is high.

## The closed formula

Return to the double integral and combine the denominators with

$$\frac1{AB}=\int_0^1\frac{dx}{[xA+(1-x)B]^2},\qquad A=\omega^2+E'^2,\quad B=\omega^2+E^2,$$

where $A$ and $B$ now denote these denominators. With $l=p+xk$ and $D=M^2+x(1-x)k^2$, the combined denominator is $(\omega^2+Q^2)^2$, where $Q^2=l^2+D$. Also

$$pp'=l^2+(1-2x)kl-x(1-x)k^2 .$$

The order of integration matters: taking $p$ first would add $1/\pi$ to $\chi_1$, and even a uniform potential would then induce a density. The sum over levels with a momentum cutoff corresponds to doing the $\omega$ integral first, using $\int d\omega\,(\omega^2+Q^2)^{-2}=\pi/2Q^3$ and $\int d\omega\,\omega^2(\omega^2+Q^2)^{-2}=\pi/2Q$:

$$\frac{\pi}{Q^3}\left[-Q^2+pp'+M^2\right]=\frac{\pi}{Q^3}\left[-2x(1-x)k^2+(1-2x)kl\right].$$

The terms in $l^2$ have cancelled. What remains falls at least as fast as $1/l^2$, so the shift from $p$ to $l$ is allowed and the term odd in $l$ integrates to zero. With $\int dl\,Q^{-3}=2/D$ and the prefactor $1/4\pi^2$,

$$\chi_1(k,M)=-\frac1\pi\int_0^1dx\,\frac{x(1-x)k^2}{M^2+x(1-x)k^2}.$$

For $M=1$ and $k=2$ this gives $-0.119931$, and direct diagonalization gives the same six decimals.

Now add the two copies and all transverse momenta. Since $p_\perp dp_\perp=M\,dM$,

$$\chi=2\int\frac{d^2p_\perp}{(2\pi)^2}\chi_1=\frac1\pi\int_1^\Lambda M\,dM\,\chi_1
=-\frac{k^2}{2\pi^2}\int_0^1dx\,x(1-x)\ln\frac{\Lambda^2+y}{1+y},$$

with $y=x(1-x)k^2$ and a cutoff $M<\Lambda$. Poisson's equation gives $\delta V=4\pi\alpha\,\delta n/k^2$, so the bare ratio of induced to external potential is

$$R(k)=\frac{4\pi\alpha\chi}{k^2}=-\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\frac{\Lambda^2+y}{1+y}.$$

It is negative, as screening should be, and its size grows with $\Lambda$. For $k\to0$, $\int_0^1x(1-x)dx=\tfrac16$ gives $R(0)=-(2\alpha/3\pi)\ln\Lambda$.

A charge is measured at large distance, that is at small $k$, where this screening is already included. The external potential calculated from measured charges is therefore $V_{\rm m}=V[1+R(0)]$. To first order in $\alpha$, the total potential is $V[1+R(k)]=V_{\rm m}[1+R(k)-R(0)]$. Letting $\Lambda\to\infty$ in the difference,

$$P(k)=R(k)-R(0)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)k^2\right].$$

This is the Uehling correction, the first-order part of the tadpole in the Furry picture. It is positive because the screening is less complete at short wavelength than at long wavelength.

## Two limits

For $k\ll1$, $\ln(1+y)\approx y$ and $\int_0^1x^2(1-x)^2dx=\tfrac1{30}$, so

$$P\approx\frac{\alpha k^2}{15\pi}.$$

In position space $k^2$ becomes $-\nabla^2$, and $\delta V=-(\alpha/15\pi)\nabla^2V$. For a nucleus of charge $Ze$, $V=-Z\alpha/r$ and $\nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r)$. Hence

$$\delta V=-\frac{4Z\alpha^2}{15}\,\delta^3(\mathbf r).$$

This attraction at the nucleus lowers $s$ levels by $\tfrac{4}{15}Z\alpha^2|\psi(0)|^2$, with $|\psi(0)|^2=(Z\alpha)^3/\pi n^3$ for a nonrelativistic level of principal quantum number $n$. For the $2s$ level of hydrogen this is $-27.1$ MHz. With nonrelativistic $1s$ functions, the full $P(k)$ gives 0.99 of the contact value for hydrogen, 0.92 for $Z=10$, and only 0.33 for muonic hydrogen. The contact form holds for wave functions that vary little over the Compton wavelength.

For $k\gg1$, $\ln(1+y)\approx\ln k^2+\ln[x(1-x)]$. With $\int_0^1x(1-x)\ln[x(1-x)]dx=-\tfrac5{18}$,

$$P\approx\frac{\alpha}{3\pi}\left(\ln k^2-\frac53\right).$$

The growth is logarithmic. A first-order result requires at least that $P\ll1$.

## A number

Take a wave of potential energy with $k=2\,mc/\hbar$, which has a wavelength of 1.213 pm. Let its amplitude, calculated from the measured charges of its sources, be 10 keV. The amplitude is $10/510.999=0.0196$ of the electron rest energy, so the field is weak.

With $\Lambda=1000$ the bare ratios are $R(2)=-0.0102481$ and $R(0)=-0.0106970$. Their difference is

$$-0.0102481+0.0106970=4.489\times10^{-4}.$$

With $\Lambda=100$ each ratio is smaller in size by about 0.0036, yet the difference is $4.4885\times10^{-4}$. The cutoff has moved into the charge. The formula gives $P(2)=4.489\times10^{-4}$, and a three-dimensional sum over states, integrated over spherical shells, agrees. After charge renormalization, the tadpole therefore adds a wave of amplitude

$$4.489\times10^{-4}\times10\,000\ \text{eV}=4.49\ \text{eV},$$

in phase with the external one. The small-$k$ law would give $4\alpha/15\pi=6.19\times10^{-4}$, which is 38% above $P(2)$: at this wavelength the contact form is no longer adequate.

The result omits the terms of order $V^3$ and higher, as well as further photon lines. In the channel $p_\perp=0$, the higher orders change the response $\chi_1$ by a relative $2\times10^{-5}$ at this amplitude. That indicates their size in one channel and is not a bound on the error of $P$. Near a heavy nucleus the parameter $Z\alpha$ is not small, and the odd orders from the third upward must be added. If the field is strong enough to carry a level through $E=0$, the division into filled and empty levels used here has to be specified anew.

The numerical output below lists these values and the accompanying checks.

## Numbers as computed

```
Natural units: hbar = c = electron mass = 1
free loop, max |density|: 3.6e-16 (1D)
free loop, max |current|: 4.4e-16 (1D)
filled sea alone, p_max = 12.5: 4.0187 (1D)
filled sea alone, p_max = 25.0: 7.9975 (1D)
strong-field test amplitudes: 0.3, 0.15
strong-field test wavenumbers: 2.0, 4.0
density odd in V, maximum: 0.06865 (1D)
density even in V, maximum: 1.9e-15 (1D)
same with C broken by 0.02 p^2: 2.19e-04 (1D)
uniform V = 0.3, max |density|: 2.5e-15 (1D)
mass wave, max |density|: 2.1e-15 (1D)
mass wave, range of scalar density: 0.5270 (1D)
chi_1D at k = 0.5, diagonalized: -0.012633
chi_1D at k = 0.5, formula: -0.012633
chi_1D at k = 2.0, diagonalized: -0.119931
chi_1D at k = 2.0, formula: -0.119931
fine-structure constant: 0.00729735
electron rest energy: 510.999 keV
example wavenumber k: 2.0 mc/hbar
example wavelength: 1.2132 pm
external amplitude v: 10.0 keV
external amplitude v/(mc^2): 0.019570
cutoff 100: bare ratio at k = 2: -0.0066825
cutoff 100: bare ratio at k -> 0: -0.0071313
cutoff 100: difference: 4.4885e-04
cutoff 1000: bare ratio at k = 2: -0.0102481
cutoff 1000: bare ratio at k -> 0: -0.0106970
cutoff 1000: difference: 4.4891e-04
P(k = 2), formula: 4.489110e-04
P(k = 2), spherical state sum: 4.489110e-04
P(k = 0.05), formula: 3.87033e-07
P(k = 0.05), alpha k^2/(15 pi): 3.87137e-07
tadpole potential-energy amplitude: 4.4891 eV
nonlinear change of chi_1D at this v: 2.23e-05
```
